# Exact stabilisation of a ligand donor orbital by an empty metal orbital: a program that tests the result

```python
"""
Stabilisation of a ligand donor orbital by an empty metal orbital.

Result under test, for two orthonormal orbitals L and M:
    s = sqrt(D^2/4 + |V|^2) - D/2,   with s -> |V|^2/D for |V| << D
D : gap e_M - e_L > 0            V : coupling <L|H|M>
s : lowering of the donor level, per electron
w : weight of the metal orbital in the lower mixed level
Energies are in eV. Reference values come from matrix diagonalisation,
from minimisation over the mixing angle and from a two-electron problem.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar

E_LIGAND = -10.0
E_METAL = -4.0
COUPLING = -2.0


def hamiltonian(gap, coupling):
    return np.array([[E_LIGAND, coupling],
                     [np.conj(coupling), E_LIGAND + gap]])


def diagonalised_lowering(gap, coupling):
    return E_LIGAND - np.linalg.eigvalsh(hamiltonian(gap, coupling))[0]


def formula_lowering(gap, coupling):
    size2 = abs(coupling) ** 2
    return 2 * size2 / (gap + np.sqrt(gap ** 2 + 4 * size2))


def formula_metal_weight(gap, coupling):
    s = formula_lowering(gap, coupling)
    return s / (gap + 2 * s)


# Exact levels, weights, amplitude ratio, energy balance and bounds
gaps = [1.0, 3.0, 6.0, 12.0]
sizes = [0.6, 1.0, 2.0, 5.0]
for gap in gaps:
    for size in sizes:
        for phase in (0.0, 0.7, np.pi):
            v = size * np.exp(1j * phase)
            levels, vectors = np.linalg.eigh(hamiltonian(gap, v))
            s_ref = E_LIGAND - levels[0]
            c_l, c_m = vectors[:, 0]
            w_ref = abs(c_m) ** 2
            s = formula_lowering(gap, v)
            w = formula_metal_weight(gap, v)
            root_form = np.sqrt(gap ** 2 / 4 + size ** 2) - gap / 2
            assert abs(s - s_ref) < 1e-12
            assert abs(root_form - s_ref) < 1e-12
            assert abs(levels[1] - (E_LIGAND + gap + s)) < 1e-12
            assert abs(w - w_ref) < 1e-12
            assert abs(c_m / c_l + s / v) < 1e-11
            gain_ref = -2 * (np.conj(c_l) * v * c_m).real
            gain = 2 * size * np.sqrt(w * (1 - w))
            assert abs(gain - gain_ref) < 1e-11
            assert abs(gain - w * gap - s_ref) < 1e-11
            lower = size ** 2 * gap / (gap ** 2 + size ** 2)
            assert lower < s_ref < size ** 2 / gap
            assert s_ref < size
            assert abs(size ** 2 / gap / s_ref - 1 - s_ref / gap) < 1e-10

# Trends: more coupling raises s, a wider gap lowers it
table = np.array([[diagonalised_lowering(g, v) for v in sizes]
                  for g in gaps])
assert np.all(np.diff(table, axis=1) > 0)
assert np.all(np.diff(table, axis=0) < 0)

# Weak-coupling limit; neglected terms are of relative order (V/D)^2
for ratio in (0.04, 0.02, 0.01):
    gap = 6.0
    v = ratio * gap
    relative = diagonalised_lowering(gap, v) / (v ** 2 / gap)
    assert abs(relative - 1) < 1.01 * ratio ** 2
    assert abs((1 - relative) / ratio ** 2 - 1) < 3 * ratio ** 2
    vec = np.linalg.eigh(hamiltonian(gap, v))[1][:, 0]
    cost_weak = vec[1] ** 2 * gap
    gain_weak = -2 * v * vec[0] * vec[1]
    assert abs(cost_weak / gain_weak - 0.5) < 2 * ratio ** 2

# Degenerate limit: the lowering equals the coupling
for size in sizes:
    assert abs(diagonalised_lowering(0.0, size) - size) < 1e-12

# Coupling ratio at which the weak-coupling estimate is 10 % too large
excess_limit = 0.10
threshold = brentq(
    lambda x: x ** 2 / diagonalised_lowering(1.0, x) - 1 - excess_limit,
    0.05, 2.0)
assert abs(threshold - np.sqrt(excess_limit * (1 + excess_limit))) < 1e-9

# Worked example
gap = E_METAL - E_LIGAND
size = abs(COUPLING)
s = formula_lowering(gap, COUPLING)
w = formula_metal_weight(gap, COUPLING)
estimate = size ** 2 / gap


def mixed_energy(angle):
    trial = np.array([np.cos(angle), np.sin(angle)])
    return trial @ hamiltonian(gap, COUPLING) @ trial


best = minimize_scalar(mixed_energy, bounds=(0, np.pi / 2),
                       method="bounded", options={"xatol": 1e-8})
assert abs(E_LIGAND - best.fun - s) < 1e-9

# Two independent electrons treated in their own product space
one = np.eye(2)
metal = np.diag([0.0, 1.0])
h = hamiltonian(gap, COUPLING)
pair_levels, pair_vectors = np.linalg.eigh(np.kron(h, one) + np.kron(one, h))
ground = pair_vectors[:, 0]
population = ground @ (np.kron(metal, one) + np.kron(one, metal)) @ ground
pair_lowering = 2 * E_LIGAND - pair_levels[0]
assert abs(pair_lowering - 2 * s) < 1e-11
assert abs(population - 2 * w) < 1e-11
# Exchange-symmetric spatial state, as a spin-paired donor pair requires
assert abs(ground[1] - ground[2]) < 1e-11

to_kj = constants.e * constants.N_A / 1000
gain = 2 * size * np.sqrt(w * (1 - w))
print(f"ligand donor level e_L            = {E_LIGAND:.4f} eV")
print(f"empty metal level e_M             = {E_METAL:.4f} eV")
print(f"coupling V                        = {COUPLING:.4f} eV")
print(f"gap D                             = {gap:.4f} eV")
print(f"ratio |V|/D                       = {size / gap:.4f}")
print(f"root sqrt(D^2/4 + V^2)            = {s + gap / 2:.4f} eV")
print(f"exact stabilisation s             = {s:.4f} eV")
print(f"lower mixed level                 = {E_LIGAND - s:.4f} eV")
print(f"upper mixed level                 = {E_METAL + s:.4f} eV")
print(f"weak-coupling estimate V^2/D      = {estimate:.4f} eV")
print(f"lower bound V^2 D/(D^2 + V^2)     = "
      f"{size ** 2 * gap / (gap ** 2 + size ** 2):.4f} eV")
print(f"excess of the estimate over s     = "
      f"{100 * (estimate / s - 1):.2f} %")
print(f"ratio s/D                         = {s / gap:.4f}")
print(f"metal weight w                    = {w:.4f}")
print(f"charge moved by the donor pair    = {population:.4f} electrons")
print(f"coupling gain per electron        = {gain:.4f} eV")
print(f"promotion cost per electron       = {w * gap:.4f} eV")
print(f"pair stabilisation 2s             = {pair_lowering:.4f} eV")
print(f"pair stabilisation 2s             = "
      f"{pair_lowering * to_kj:.1f} kJ/mol")
print(f"pair estimate 2V^2/D              = {2 * estimate:.4f} eV")
print(f"pair estimate 2V^2/D              = "
      f"{2 * estimate * to_kj:.1f} kJ/mol")
print(f"|V|/D for a 10 % excess           = {threshold:.4f}")
print(f"Table at gap D = {gap:.1f} eV")
for v in (0.5, 1.0, 2.0, 3.0, 6.0):
    exact = diagonalised_lowering(gap, v)
    weak = v ** 2 / gap
    print(f"|V| = {v:.1f} eV: s = {exact:.4f} eV, V^2/D = {weak:.4f} eV, "
          f"excess = {100 * (weak / exact - 1):.2f} %")
print("verified")
```

It prints:

```
ligand donor level e_L            = -10.0000 eV
empty metal level e_M             = -4.0000 eV
coupling V                        = -2.0000 eV
gap D                             = 6.0000 eV
ratio |V|/D                       = 0.3333
root sqrt(D^2/4 + V^2)            = 3.6056 eV
exact stabilisation s             = 0.6056 eV
lower mixed level                 = -10.6056 eV
upper mixed level                 = -3.3944 eV
weak-coupling estimate V^2/D      = 0.6667 eV
lower bound V^2 D/(D^2 + V^2)     = 0.6000 eV
excess of the estimate over s     = 10.09 %
ratio s/D                         = 0.1009
metal weight w                    = 0.0840
charge moved by the donor pair    = 0.1679 electrons
coupling gain per electron        = 1.1094 eV
promotion cost per electron       = 0.5038 eV
pair stabilisation 2s             = 1.2111 eV
pair stabilisation 2s             = 116.9 kJ/mol
pair estimate 2V^2/D              = 1.3333 eV
pair estimate 2V^2/D              = 128.6 kJ/mol
|V|/D for a 10 % excess           = 0.3317
Table at gap D = 6.0 eV
|V| = 0.5 eV: s = 0.0414 eV, V^2/D = 0.0417 eV, excess = 0.69 %
|V| = 1.0 eV: s = 0.1623 eV, V^2/D = 0.1667 eV, excess = 2.70 %
|V| = 2.0 eV: s = 0.6056 eV, V^2/D = 0.6667 eV, excess = 10.09 %
|V| = 3.0 eV: s = 1.2426 eV, V^2/D = 1.5000 eV, excess = 20.71 %
|V| = 6.0 eV: s = 3.7082 eV, V^2/D = 6.0000 eV, excess = 61.80 %
verified
```
